# Area Dependence of Tensile Strength in a Brittle Oxide Scale

## The exercise

A brittle oxide scale covers an alloy and is pulled in tension along one direction. Its flaws are shallow surface cracks, much longer than they are deep, lying across that direction and scattered at random over the area. The stress $s$ is the total tensile stress in the scale, including any residual stress, and it has the same value everywhere on the specimen. The strength of a specimen is the stress at which its first flaw extends.

Let $n(s)$ be the mean number of flaws per unit area that extend at a stress below $s$. Take

$$
n(s)=\frac{1}{A_0}\left(\frac{s}{s_0}\right)^m ,
$$

where $A_0$ is a reference area, $s_0$ a stress that sets the scale, and $m$ the Weibull modulus.

**(a)** Show that for $m=10$ a hundredfold larger area lowers the mean strength to about 63 percent. Flaw population, thickness, temperature and loading rate are held fixed.

**(b)** Find how the median strength and the relative scatter change with area.

**(c)** A flaw of depth $a$ extends when $Ys\sqrt{\pi a}$ reaches the toughness $K_c$, where $Y$ is a geometry factor. The number of flaws per unit area deeper than $a$ is $\rho(a_{\min}/a)^r$ for $a\ge a_{\min}$. Relate $m$ and $s_0$ to these quantities. Then find the mean strengths for areas of 1 and 100 mm², with $K_c=2.0$ MPa√m, $Y=1.12$, $\rho=20$ per mm², $a_{\min}=0.60$ µm and $r=5$.

The algebra holds in any consistent system of units, atomic units included. The numbers are in MPa, mm² and µm.

## Hints

1. The specimen survives a stress $s$ if it contains no flaw that extends below $s$. Divide the area into many small cells and multiply their survival probabilities.
2. The mean of a positive random quantity is the integral of its survival probability. Integration by parts shows this.
3. In the integral for the mean, use the exponent as the new variable. The area then moves into a prefactor.
4. For part (c), ask which depth is critical at stress $s$, and count the flaws deeper than that.

## Solution

### Survival probability

Divide the area $A$ into $N$ equal cells. For large $N$, a cell contains a flaw weaker than $s$ with probability $nA/N$; the chance of two such flaws in one cell is of order $1/N^2$ and drops out in the limit. Because the flaws are placed independently, the cell probabilities multiply:

$$
P(s)=\lim_{N\to\infty}\left(1-\frac{nA}{N}\right)^N .
$$

The logarithm of the product is

$$
N\ln\left(1-\frac{nA}{N}\right)=-nA-\frac{(nA)^2}{2N}-\dots\;\to\;-nA .
$$

Therefore

$$
P(s)=e^{-n(s)A}=\exp\left[-\frac{A}{A_0}\left(\frac{s}{s_0}\right)^m\right].
$$

The exponent is the mean number of critical flaws on the specimen. A larger area contains more flaws, so its worst flaw tends to be worse. The material itself is unchanged.

Independence matters here. If some specimens had a higher flaw density than others, the product of equal factors would no longer describe the set of specimens. Tight clusters do less harm. If they are much smaller than a specimen and placed at random, and if the cracks in a cluster do not disturb each other's stress, each cluster acts as a single flaw with the strength of its weakest member. The exponential law then holds with $n(s)$ counting clusters, though this count need not follow exactly the same power of $s$.

### Mean strength

The probability of failure below $s$ is $1-P(s)$, so the probability density of the strength is $-dP/ds$. The mean is

$$
\langle s\rangle=\int_0^\infty s\left(-\frac{dP}{ds}\right)ds
=\big[-sP\big]_0^\infty+\int_0^\infty P\,ds=\int_0^\infty P\,ds .
$$

The boundary term vanishes at zero because of the factor $s$, and at infinity because $P$ falls faster than any power of $s$.

Define the characteristic stress for area $A$ by

$$
s_A=s_0\left(\frac{A_0}{A}\right)^{1/m}.
$$

Then $P=\exp[-(s/s_A)^m]$. With $u=(s/s_A)^m$ we have

$$
s=s_A\,u^{1/m},\qquad ds=\frac{s_A}{m}\,u^{1/m-1}\,du ,
$$

and the integral becomes

$$
\langle s\rangle=\frac{s_A}{m}\int_0^\infty u^{1/m-1}e^{-u}\,du
=s_A\,\frac1m\,\Gamma\!\left(\frac1m\right)
=s_0\left(\frac{A_0}{A}\right)^{1/m}\Gamma\!\left(1+\frac1m\right).
$$

The last step uses $x\Gamma(x)=\Gamma(1+x)$ with $x=1/m$.

### Ratio for two areas

For areas $A_1$ and $A_2$ with the same $m$, $s_0$ and $A_0$, the Gamma factor and $s_0$ cancel:

$$
\frac{\langle s\rangle_2}{\langle s\rangle_1}=\left(\frac{A_2}{A_1}\right)^{-1/m}.
$$

With $A_2/A_1=100$ and $m=10$,

$$
100^{-1/10}=10^{-0.2}=0.631 ,
$$

which is the result asked for in part (a).

As $m\to\infty$ the exponent goes to zero and the ratio to one: all specimens then have the same strength, whatever their area. A smaller $m$ means a broader range of flaw strengths and a stronger area effect. For the same hundredfold area, the ratio is 0.562 at $m=8$ and 0.681 at $m=12$, so an uncertain modulus shifts the answer noticeably.

### Median and scatter

The median $s_{1/2}$ satisfies $P(s_{1/2})=1/2$, so $(s_{1/2}/s_A)^m=\ln 2$ and

$$
s_{1/2}=s_A(\ln 2)^{1/m}.
$$

It is proportional to $s_A$ and falls by the same factor as the mean.

For the scatter we need the mean square. Integrating by parts as before and using the same substitution,

$$
\langle s^2\rangle=\int_0^\infty 2s\,P\,ds
=\frac{2s_A^2}{m}\int_0^\infty u^{2/m-1}e^{-u}\,du
=s_A^2\,\Gamma\!\left(1+\frac2m\right).
$$

The standard deviation divided by the mean is therefore

$$
\frac{\sqrt{\langle s^2\rangle-\langle s\rangle^2}}{\langle s\rangle}
=\sqrt{\frac{\Gamma(1+2/m)}{\Gamma(1+1/m)^2}-1}.
$$

The area has cancelled. For $m=10$ the relative scatter is 12.0 percent on small and large specimens alike. This answers part (b): a change of area rescales the stress axis of the whole distribution.

### From flaw depths to the Weibull law

At stress $s$ the critical depth follows from $Ys\sqrt{\pi a}=K_c$:

$$
a_c(s)=\frac1\pi\left(\frac{K_c}{Ys}\right)^2 .
$$

Let $s_{\max}$ be the stress at which a flaw of depth $a_{\min}$ extends. Since $a_c$ varies as $1/s^2$,

$$
\frac{a_{\min}}{a_c(s)}=\left(\frac{s}{s_{\max}}\right)^2 .
$$

The flaws that extend below $s$ are those deeper than $a_c(s)$. For $s\le s_{\max}$ their number per area is

$$
n(s)=\rho\left(\frac{a_{\min}}{a_c}\right)^r=\rho\left(\frac{s}{s_{\max}}\right)^{2r}.
$$

Comparison with the assumed form of $n(s)$ gives

$$
m=2r,\qquad s_0=s_{\max}(\rho A_0)^{-1/m}.
$$

The modulus thus measures how steeply the number of flaws falls with depth. A constant factor $Y$ enters $s_0$ but cancels from the ratio of strengths. The value 1.12 belongs to cracks much longer than they are deep; a half-circular crack has a smaller $Y$ and extends at a higher stress.

### Numbers

With $r=5$ the modulus is 10. The shallowest counted flaw extends at

$$
s_{\max}=\frac{2.0\ \text{MPa}\sqrt{\text m}}{1.12\sqrt{\pi\times0.60\times10^{-6}\ \text m}}=1300.7\ \text{MPa}.
$$

For $A_0=1$ mm², $\rho A_0=20$ and

$$
s_0=1300.7\ \text{MPa}\times20^{-1/10}=964.0\ \text{MPa}.
$$

With $\Gamma(1.1)=0.95135$, the two means are

$$
\langle s\rangle_1=964.0\times0.95135=917.1\ \text{MPa},
$$

$$
\langle s\rangle_2=917.1\times0.63096=578.6\ \text{MPa}.
$$

In the units of atomic-scale work these are 0.00572 and 0.00361 eV/Å³.

The integral for the mean ran to infinity, although the power law for $n(s)$ was derived only up to $s_{\max}$. This is harmless here: the chance that even the small specimen survives to $s_{\max}$ is about $2\times10^{-9}$.

The depth that is critical at the mean strength grows from 1.21 µm to 3.03 µm. Their ratio is $(1/0.631)^2=100^{2/10}=2.51$, because critical depth varies as the inverse square of stress.

The survival law can be checked without assuming it. A fixed number of flaws, on average 20 per mm², was placed at random on a large sheet, with depths drawn from the given law. The sheet was cut into 300 000 specimens of 1 mm², or alternatively into 3000 specimens of 100 mm², and the weakest flaw was found in each. The mean strengths were 917.2 and 578.0 MPa, with a ratio of 0.630. The medians had a ratio of 0.632, and the relative scatter was about 12 percent for both sizes. The 3000 large specimens fix their mean to about $12/\sqrt{3000}\approx0.2$ percent, so these values agree with the formulas.

### Finite thickness

The stress needed to break the scale, as opposed to the stress at which a first flaw extends, does not fall without limit. A flaw that starts to extend runs down to the alloy, since $Ys\sqrt{\pi a}$ grows with depth. To break the scale, the crack must then also spread sideways, which needs enough released energy.

Let the scale have thickness $h$. Suppose that the alloy has the same elastic constants as the scale and that the crack stops at the interface. The energy released per unit of new crack area at depth $a$ is $K^2/E'$, with $K=Ys\sqrt{\pi a}$ and $E'$ the elastic modulus for this geometry. A crack spreading sideways creates the full depth $h$, so the average over depth counts:

$$
\frac1h\int_0^h\frac{Y^2s^2\pi a}{E'}\,da=\frac{\pi Y^2s^2h}{2E'} .
$$

Setting this equal to the fracture energy $K_c^2/E'$ gives the channelling stress

$$
s_{\rm ch}=\frac{K_c}{Y}\sqrt{\frac{2}{\pi h}} .
$$

For $h=10$ µm it is 451 MPa. A softer alloy lowers this value, as estimated in the next section. About 4.9 percent of the large specimens have a worst flaw that extends below this stress. If these specimens are instead taken to break at $s_{\rm ch}$, the ratio of means rises slightly, from 0.631 to 0.633.

For much larger areas the floor takes over. The formula says that $2^{10}=1024$ times the area halves the strength. Half of 917.1 MPa is 459 MPa, just above the floor, so many specimens of that size would be held up by it and their mean would exceed 459 MPa.

### The model beside a real scale

The numbers describe an alumina scale on a high-temperature alloy, grown at 1373 K and pulled at 1273 K. The toughness is a rough typical value; the flaw density and depth law are chosen, and 10 µm is on the thick side for such a scale. The alloy is also softer than the oxide at this temperature. If its modulus is about 150 GPa and both materials stay elastic, the channelling stress drops from 451 to about 380 MPa. The factor $Y$ then grows with depth, by about 4 percent for a 3 µm flaw, and the ratio of means falls from 0.631 to about 0.61. The simple area law therefore needs flaws that are shallow compared with the scale thickness. Elastic behaviour of the alloy is itself doubtful here. At the strengths found above, an elastic alloy would carry about 260 to 420 MPa, and more if pulling must first cancel a residual compression. Many alloys yield below this at 1273 K, which lowers the channelling stress further. Real specimens can also fail from their edges. If edge flaws govern with the same modulus, the perimeter replaces the area. For square specimens it grows tenfold, and the ratio is $10^{-1/10}=0.794$. Creep of the scale is a smaller matter for a fast pull. With a rough creep rate of $10^{-9}$ s⁻¹ per MPa, a Young modulus of 330 GPa and a strain rate of $10^{-4}$ s⁻¹, a linear-viscous estimate for stress in one direction, starting from zero, gives 0.46 percent more strain at 917 MPa than elasticity alone. It also matters that $s$ is the total stress and not just the part added by pulling; the second variation examines this.

## Variation 1: stress that varies over the large specimen

*The small specimen is stressed uniformly. On the large one the stress falls linearly from a peak $S$ at one end to zero at the other. What is the ratio of the mean peak stress at failure to the mean strength of the small specimen?*

Let $x$ run from 0 to 1 along the large specimen, so that the local stress is $Sx$. The mean number of critical flaws is now a sum over the area:

$$
A\int_0^1 n(Sx)\,dx=\frac{A}{A_0}\left(\frac{S}{s_0}\right)^m\int_0^1x^m\,dx
=\frac{A}{(m+1)A_0}\left(\frac{S}{s_0}\right)^m .
$$

The specimen behaves as if an area $A/(m+1)$ were under the uniform stress $S$. The ratio is

$$
\left(\frac{100}{11}\right)^{-1/10}=0.802 .
$$

The same simulated sheet gives 0.798, about two standard errors lower. Most of the large area is too lightly stressed to contribute much. If both specimens had this linear profile, the factor $m+1$ would cancel and the ratio would return to 0.631, provided the power law for $n(s)$ holds up to the failure stresses. With the flaws of part (c) this is only nearly true: about 16 percent of the small specimens would survive a peak stress of $s_{\max}$, where the power law ends, and the ratio is 0.628.

## Variation 2: residual compression

*The scale is stress-free at the growth temperature of 1373 K. The alloy contracts more than the oxide, by $\Delta\alpha=6\times10^{-6}$ K⁻¹. What is the ratio of the stresses that pulling must add to the scale, at 1273 K and at 293 K? Use $E=330$ GPa and Poisson ratio $\nu=0.25$ throughout, and keep the strengths found above.*

The alloy is much thicker than the scale, so the scale takes up the whole mismatch strain $\Delta\alpha\,\Delta T$. Under equal stress $R$ in both in-plane directions, the strain in each is $R(1-\nu)/E$. Hence the compression has magnitude

$$
R=\frac{E}{1-\nu}\,\Delta\alpha\,\Delta T .
$$

Cooling by 100 K gives $R=264$ MPa. Pulling must first cancel this compression and then supply the strength, so

$$
\frac{578.6+264}{917.1+264}=0.713 .
$$

Cooling by 1080 K gives $R=2851$ MPa, and the ratio becomes

$$
\frac{578.6+2851}{917.1+2851}=0.910 .
$$

The total stress at failure still falls to 63 percent in both cases. The added stress falls less, because the same $R$ is added to both strengths. A test that records only the added stress would therefore show a weaker area effect, and fitting $(A_2/A_1)^{-1/m}$ to it would give too large a modulus. Both estimates leave out growth stress and any relaxation by creep or alloy yielding. The room-temperature case also assumes that the scale stays attached. A 10 µm scale under 2851 MPa stores $R^2(1-\nu)h/E\approx185$ J/m², far above the fracture energy $K_c^2(1-\nu^2)/E\approx11$ J/m², so it may buckle or spall on cooling. The added stress at 293 K also corresponds to about 1 percent strain, beyond the elastic range of the alloy. At 1273 K the creep rate used above relaxes the compression with a time constant of about 4500 s, so the ratio 0.713 holds only for a pull soon after cooling. After a hold of one hour it would be about 0.67. The numerical output lists the material data used here.

## Calculated quantities

```
Toughness (rough): 2.0 MPa sqrt(m)
Young modulus (rough): 330 GPa
Poisson ratio (rough): 0.25
Expansion mismatch (rough): 6.0 1e-6/K
Scale thickness: 10.0 um
Growth, test, room T: 1373, 1273, 293 K
Crack geometry factor Y: 1.12
Flaw density above a_min: 20 per mm2
Smallest counted depth a_min: 0.60 um
Depth tail exponent r: 5
Weibull modulus m: 10
Areas: 1 and 100 mm2
Strength of shallowest counted flaw: 1300.7 MPa
Survival of small area to that stress: 2.1e-09
Weibull scale stress s0 at 1 mm2: 964.0 MPa
Gamma(1+1/m): 0.95135
Mean strength, small area: 917.1 MPa
Mean strength, large area: 578.6 MPa
Same, small area: 0.00572 eV/angstrom^3
Same, large area: 0.00361 eV/angstrom^3
Ratio of means, formula: 0.63096
Simulated specimens: 300000 small, 3000 large
Simulated mean, small area: 917.2 MPa
Simulated mean, large area: 578.0 MPa
Simulated ratio of means: 0.6302
Simulated ratio of medians: 0.6324
Relative scatter, formula: 12.03 %
Relative scatter, simulated small: 12.05 %
Relative scatter, simulated large: 12.04 %
Critical depth at small-area mean: 1.21 um
Critical depth at large-area mean: 3.03 um
Ratio of these depths: 2.512
Area factor that halves the strength: 1024
Residual compression at test T: 264 MPa
Applied-stress ratio at test T: 0.713
Residual compression at room T: 2851 MPa
Applied-stress ratio at room T: 0.910
Channelling stress: 450.6 MPa
Large areas with worst flaw below it: 4.85 %
Ratio of means with channelling floor: 0.6331
Expected flaws deeper than scale, large area: 0.00156
Peak-stress ratio, linear stress on large area: 0.802
Simulated peak-stress ratio: 0.798
Ratio if edge flaws govern: 0.794
Ratio for m = 8: 0.562
Ratio for m = 12: 0.681
Creep rate per stress (rough): 1.0e-09 1/(s MPa)
Loading strain rate: 1.0e-04 1/s
Time to small-area mean strength: 27.9 s
Extra fracture strain from creep: 0.46 %
```
